# Symmetry of force constants and the fcc nearest-neighbour block

## 1. How many numbers describe one bond?

Displace one atom of a face-centred cubic crystal slightly and hold all the others in place. Each neighbour then feels a force. The force need not point along the displacement, so for each pair of atoms the response is described by a $3\times3$ matrix with nine entries. An fcc atom has twelve nearest neighbours, which makes 108 entries for the first shell alone.

These entries cannot all be independent. A rotation that maps the crystal onto itself also carries one such experiment into another. We need the precise relation between the two matrices, and then the number of constants that remain free.

## 2. Definitions and assumptions

Let $\mathbf x_i$ be the reference position of atom $i$ and $\mathbf u_i$ its displacement. The potential energy $V(\{\mathbf u\})$ is the energy of the electrons and nuclei with the nuclei held fixed. The force-constant block of the pair $(i,j)$ is

$$
\Phi_{ab}(i,j)=\left.\frac{\partial^2V}{\partial u_{ia}\,\partial u_{jb}}\right|_{\mathbf u=0},
$$

where $a,b$ run over the Cartesian axes $x,y,z$. If atom $j$ alone is displaced, the change of the force on atom $i$ is, to first order,

$$
\delta\mathbf F_i=-\Phi(i,j)\,\mathbf u_j .
$$

A space-group operation $S=\{R|\mathbf t\}$ sends a point $\mathbf r$ to $R\mathbf r+\mathbf t$. In Cartesian axes $R$ is an orthogonal matrix, $R^TR=1$, which may be a rotation, a mirror or the inversion. That $S$ is a symmetry means that it carries each reference site to a site occupied by the same species:

$$
R\mathbf x_i+\mathbf t=\mathbf x_{Si}.
$$

This equation defines the label $Si$. The map $i\to Si$ is a permutation of the atoms.

Two properties of $V$ are assumed. It is unchanged when all atoms are moved together by a rotation, reflection or translation, and it is unchanged when identical atoms are exchanged. This requires that the electronic state follow the atoms and share the symmetry of the reference crystal, at least up to a change that costs no energy, such as reversing all spins.

The energy of an infinite crystal is infinite, so we use a large periodic cell whose repetition lattice is mapped onto itself by $S$. If the cell is large compared with the range of the forces, its blocks are those of the infinite crystal.

## 3. The transformation law

Apply $S$ to the displaced crystal. The atom that was at $\mathbf x_i+\mathbf u_i$ arrives at

$$
R(\mathbf x_i+\mathbf u_i)+\mathbf t=\mathbf x_{Si}+R\mathbf u_i .
$$

The new configuration is again the reference crystal with small displacements. The displacement at site $Si$ is now

$$
\mathbf u'_{Si}=R\mathbf u_i .
$$

A different atom may occupy that site, but it is of the same species. The two assumptions about $V$ thus give

$$
V(\{\mathbf u\})=V(\{\mathbf u'\}),
$$

with the same function $V$ on both sides.

Now differentiate. In components, $u'_{Si,c}=\sum_aR_{ca}u_{ia}$. Since $S$ permutes the sites, $\mathbf u_i$ enters the right-hand side through $\mathbf u'_{Si}$ and through no other displacement. The chain rule gives

$$
\frac{\partial V}{\partial u_{ia}}=\sum_cR_{ca}\frac{\partial V}{\partial u'_{Si,c}} .
$$

A second derivative, with respect to $u_{jb}$, brings a second factor of $R$. At $\mathbf u=0$ we also have $\mathbf u'=0$, so

$$
\Phi_{ab}(i,j)=\sum_{cd}R_{ca}R_{db}\,\Phi_{cd}(Si,Sj)
=\left[R^T\Phi(Si,Sj)R\right]_{ab}.
$$

Multiply by $R$ from the left and by $R^T$ from the right. Since $RR^T=1$,

$$
\boxed{\Phi(Si,Sj)=R\,\Phi(i,j)\,R^T .}
$$

The order of the factors has a direct meaning. Displacing $j$ by $\mathbf e$ changes the force on $i$ by $\mathbf f=-\Phi(i,j)\mathbf e$. Displacing $Sj$ by $R\mathbf e$ changes the force on $Si$ by

$$
-R\Phi(i,j)R^TR\mathbf e=R\mathbf f .
$$

The rotated cause has the rotated effect.

The translation $\mathbf t$ appears in the labels $Si,Sj$ but not in the matrices. This holds for fractional translations too. In diamond, inversion about the midpoint of a bond exchanges its two atoms. With $R=-1$ the law says $\Phi(j,i)=\Phi(i,j)$, although the two atoms belong to different sublattices.

The derivation did not use $\partial V/\partial\mathbf u=0$ at the reference positions, nor zero pressure. It used the symmetry of the reference configuration.

## 4. Two general consequences

For a lattice translation, $R=1$ and the block is unchanged. The fcc crystal has one atom per primitive cell, so every site can be translated to the origin. The block then depends on the separation $\mathbf d=\mathbf x_j-\mathbf x_i$ alone, and we write it $\Phi(\mathbf d)$. An operation about the origin gives

$$
\Phi(R\mathbf d)=R\,\Phi(\mathbf d)\,R^T .
$$

The order of differentiation does not matter, so $\Phi_{ab}(i,j)=\Phi_{ba}(j,i)$. Exchanging the atoms reverses their separation, hence

$$
\Phi(-\mathbf d)=\Phi(\mathbf d)^T .
$$

Inversion about an fcc site gives $\Phi(-\mathbf d)=(-1)\Phi(\mathbf d)(-1)=\Phi(\mathbf d)$. Together these relations make every fcc block symmetric. That reduces nine constants to six, before the direction of the bond has been used.

## 5. Reduction of the fcc block

Let $a$ be the edge of the conventional cube and take the bond

$$
\mathbf d=\frac a2(1,1,0).
$$

The point operations of fcc permute the three axes and choose three signs, so there are $6\times8=48$. An operation that leaves $\mathbf d$ fixed must send $z$ to $\pm z$, and must either keep $x$ and $y$ or exchange them, without a sign change. There are $2\times2=4$ of these. The 48 operations therefore carry $\mathbf d$ to $48/4=12$ different vectors, which are all the nearest neighbours.

If $R\mathbf d=\mathbf d$, the law becomes a condition on a single matrix:

$$
R\,\Phi(\mathbf d)\,R^T=\Phi(\mathbf d).
$$

**The mirror $z\to-z$.** Here $R=\mathrm{diag}(1,1,-1)$. The element $\Phi_{ab}$ is multiplied by the signs belonging to $a$ and $b$. The elements $xz,yz,zx,zy$ change sign, yet must stay the same, so they vanish. Five constants remain:

$$
\Phi=\begin{pmatrix}\Phi_{xx}&\Phi_{xy}&0\\ \Phi_{yx}&\Phi_{yy}&0\\0&0&\Phi_{zz}\end{pmatrix}.
$$

**The mirror $x\leftrightarrow y$.** This operation exchanges the labels $x$ and $y$ in both indices. Invariance requires

$$
\Phi_{xx}=\Phi_{yy},\qquad \Phi_{xy}=\Phi_{yx}.
$$

Three constants remain. With the overall sign chosen so that an ordinary spring has positive stiffness along the bond, we write

$$
\boxed{\Phi(\mathbf d)=-\begin{pmatrix}\alpha&\gamma&0\\ \gamma&\alpha&0\\0&0&\beta\end{pmatrix}.}
$$

The other two fixing operations are the identity and the product of the two mirrors. They add no condition.

There are also four operations that reverse the bond. Each is the inversion times a fixing operation $h$. The two minus signs cancel, so it turns $\Phi(\mathbf d)$ into $h\Phi(\mathbf d)h^T=\Phi(\mathbf d)$. The result must equal $\Phi(-\mathbf d)=\Phi(\mathbf d)^T$. This asks for a symmetric matrix, which we already have.

**The other eleven blocks.** Define them by $\Phi(R\mathbf d)=R\Phi(\mathbf d)R^T$. Could two operations that reach the same neighbour give different answers? If $R'\mathbf d=R\mathbf d$, then $h=R^{-1}R'$ fixes $\mathbf d$, and

$$
R'\Phi(\mathbf d)R'^T=R\,h\Phi(\mathbf d)h^T\,R^T=R\,\Phi(\mathbf d)\,R^T .
$$

The answers agree for any $\alpha,\beta,\gamma$, so the space group imposes nothing further. As examples, the mirror $y\to-y$ and the cyclic rotation $x\to y\to z\to x$ give

$$
\Phi\!\left(\tfrac a2(1,-1,0)\right)=-\begin{pmatrix}\alpha&-\gamma&0\\-\gamma&\alpha&0\\0&0&\beta\end{pmatrix},
$$

$$
\Phi\!\left(\tfrac a2(0,1,1)\right)=-\begin{pmatrix}\beta&0&0\\0&\alpha&\gamma\\0&\gamma&\alpha\end{pmatrix}.
$$

## 6. What the three constants mean

Moving the whole crystal by a constant vector changes no force, so $\sum_j\Phi(i,j)=0$. Therefore

$$
\Phi(i,i)=-\sum_{j\ne i}\Phi(i,j).
$$

Insert this into the second-order energy $V_2=\frac12\sum_{ij}\mathbf u_i^T\Phi(i,j)\mathbf u_j$:

$$
V_2=-\frac12\sum_{i\ne j}\mathbf u_i^T\Phi(i,j)\mathbf u_i+\frac12\sum_{i\ne j}\mathbf u_i^T\Phi(i,j)\mathbf u_j .
$$

All fcc blocks are symmetric and $\Phi(i,j)=\Phi(j,i)$. The first sum can thus be shared equally between $i$ and $j$, which completes a square:

$$
V_2=\frac14\sum_{i\ne j}(\mathbf u_i-\mathbf u_j)^T\left[-\Phi(i,j)\right](\mathbf u_i-\mathbf u_j).
$$

Each pair occurs twice, so a bond with relative displacement $\mathbf w$ contributes $\frac12\mathbf w^T(-\Phi)\mathbf w$. The eigenvalues of $-\Phi$ are its stiffnesses. Acting on the three symmetry directions of our bond gives

| Relative displacement | Stiffness |
|---|---|
| $(1,1,0)$, along the bond | $\alpha+\gamma$ |
| $(1,-1,0)$, across it in the cube face | $\alpha-\gamma$ |
| $(0,0,1)$, across it and out of the face | $\beta$ |

The surroundings of the bond differ in the two transverse directions, so symmetry does not make $\alpha-\gamma$ and $\beta$ equal.

If forces beyond the first shell are neglected, the sum rule also fixes the block of an atom with itself. Eight of the twelve bonds have an $x$ component and contribute $\alpha$ to the $xx$ element. The other four contribute $\beta$. The terms in $\gamma$ cancel between bonds such as $(1,1,0)$ and $(1,-1,0)$. Hence $\Phi(0,0)=(8\alpha+4\beta)\,1$, and no new constant appears.

## 7. Are all three really independent?

The energy is also unchanged by rotations of the whole crystal that are not in the space group. Could this reduce the three constants further? To see that it does not, we take an energy that depends on interatomic distances alone, and is thus invariant under all rotations, and show that it can produce any three values. Let

$$
V=\sum_i\left[\frac12\sum_jv(r_{ij})+F(\rho_i)\right],\qquad \rho_i=\sum_jf(r_{ij}),
$$

with $j$ running over the nearest neighbours of $i$. The function $F$ makes the energy of an atom depend on all its neighbours jointly.

**Pair part.** Let $\mathbf n$ be the unit vector from $i$ to $j$, and $r$ the distance. Then $\partial r/\partial\mathbf u_j=\mathbf n$ and $\partial r/\partial\mathbf u_i=-\mathbf n$. Moving $j$ also turns the bond: $\partial n_a/\partial u_{jb}=(\delta_{ab}-n_an_b)/r$. Therefore

$$
\frac{\partial^2v}{\partial u_{ia}\partial u_{jb}}=-\left[v''n_an_b+\frac{v'}r(\delta_{ab}-n_an_b)\right].
$$

**Terms with $F'$.** The distance $r_{ij}$ occurs in $\rho_i$ and in $\rho_j$. These terms have the same form, with $v$ replaced by $f$ and a factor $2F'$. Define

$$
K=v''+2F'f'',\qquad T=\frac{v'+2F'f'}r .
$$

**Terms with $F''$.** These are $F''\sum_k(\partial\rho_k/\partial\mathbf u_i)(\partial\rho_k/\partial\mathbf u_j)^T$. For $k=i$ the first factor is $-f'$ times the sum of the twelve bond directions, which is zero. For $k=j$ the second factor vanishes likewise. What remains are the common neighbours of the two atoms. With $i$ at the origin and $j$ at $\mathbf d$, these are $\frac a2(1,0,s)$ and $\frac a2(0,1,s)$ with $s=\pm1$.

From $\frac a2(1,0,s)$, the unit vectors to $i$ and $j$ are $-(1,0,s)/\sqrt2$ and $(0,1,-s)/\sqrt2$. Their outer product is

$$
-\frac12\begin{pmatrix}0&1&-s\\0&0&0\\0&s&-1\end{pmatrix}.
$$

Summed over $s=\pm1$, it has $xy$ element $-1$ and $zz$ element $+1$. The other two neighbours give the same with $x$ and $y$ exchanged. With $G=F''f'^2$ the four together contribute

$$
G\begin{pmatrix}0&-1&0\\-1&0&0\\0&0&2\end{pmatrix}.
$$

For our bond $n_x=n_y=1/\sqrt2$ and $n_z=0$. Adding all parts and reading off $-\Phi$ gives

$$
\alpha=\frac{K+T}2,\qquad \gamma=\frac{K-T}2+G,\qquad \beta=T-2G .
$$

These equations can be inverted. From $\alpha-\gamma=T-G$ and $\beta=T-2G$ one finds

$$
G=\alpha-\gamma-\beta,\quad T=2(\alpha-\gamma)-\beta,\quad K=2\gamma+\beta .
$$

At a given bond length, $v''$, $v'$ and $F''$ can be chosen freely, and with $f'\ne0$ they set $K$, $T$ and $G$. Any three values of $\alpha,\beta,\gamma$ can thus be reached.

Zero pressure does not change this conclusion. In the model the energy per atom is $6v(r)+F(12f(r))$, with $r=a/\sqrt2$. Its derivative with respect to $a$ is $6Tr/\sqrt2=3aT$. The volume per atom is $a^3/4$, so the pressure is

$$
P=-\frac{3aT}{3a^2/4}=-\frac{4T}a .
$$

With nearest neighbours alone, zero pressure would force $T=0$. But let the six second neighbours, at distance $a$, interact through a pair potential $v_2$. This adds $3v_2(a)$ to the energy per atom and nothing to the nearest-neighbour block. Choosing $v_2'(a)=-aT$ removes the pressure for any $T$.

A particular model can still have fewer constants. For a pure pair potential $G=0$, so both transverse stiffnesses equal $T$ and $\beta=\alpha-\gamma$. This is a property of pair forces, not of the fcc space group.

## 8. A worked example

Take the model of Section 7 with

$$
v=2A\,e^{-p(r/r_0-1)},\quad f=e^{-2q(r/r_0-1)},\quad F=-\xi\sqrt\rho .
$$

The parameters are round values and describe no particular metal: $A=0.1$ eV, $\xi=1.2$ eV, $p=10$, $q=2.5$, $r_0=2.5$ Å. The lattice parameter is held at $a=3.5$ Å, so the bond length is $3.5/\sqrt2=2.475$ Å. Differentiating the three functions at this distance, with $\rho=12f$, gives

$$
K=2.1174,\quad T=-0.0704,\quad G=0.0296\quad\text{eV/Å}^2 .
$$

The constants follow, in the same unit:

$$
\begin{aligned}
\alpha&=\tfrac12(2.1174-0.0704)=1.0235,\\
\gamma&=\tfrac12(2.1174+0.0704)+0.0296=1.1235,\\
\beta&=-0.0704-2(0.0296)=-0.1296 .
\end{aligned}
$$

In N/m these are $\alpha=16.4$, $\gamma=18.0$ and $\beta=-2.1$. The stiffness along the bond is $\alpha+\gamma=2.147$ eV/Å$^2$. The transverse ones are $\alpha-\gamma=-0.100$ and $\beta=-0.130$ eV/Å$^2$.

Both transverse stiffnesses are negative, and the formulas show why. They equal $T-G$ and $T-2G$. The crystal is compressed: $P=-4T/a=0.0804$ eV/Å$^3$, or 12.9 GPa, so $T$ is negative. A relative displacement $w$ across a bond lengthens it by $w^2/2r$ to second order. The terms with $v'$ and $F'$ then change the energy by $(v'+2F'f')\,w^2/2r=\frac12Tw^2$, which is negative when $T<0$. The many-body term, with $G>0$, lowers both stiffnesses further, and the out-of-face one by twice as much. A negative stiffness of one bond does not by itself make the crystal unstable, because $V_2$ sums over all bonds. Here that sum includes blocks beyond the first shell, since $F''$ also couples more distant atoms that share a neighbour. For the same reason the formula $\Phi(0,0)=(8\alpha+4\beta)\,1$ does not apply to this example.

If $\xi$ is set to zero at the same $a$, the pair term alone gives $\alpha=1.590$, $\gamma=1.948$ and $\beta=-0.357$ eV/Å$^2$. Now $\beta=\alpha-\gamma$ within rounding, as it must for pair forces.

## 9. When the reduction fails

The law holds for the operations that the crystal actually has. Stretch the example by 2% along $z$. The surviving point operations are those that send $z$ to $\pm z$: eight operations in the $xy$ plane times two signs, or 16 of the 48. The force constants of the stretched crystal were computed by central differences of the energy gradient in a periodic cell of 108 atoms. For each of the 32 lost operations, at least one element of some block departs from the cubic relation by 0.35 eV/Å$^2$ or more.

The twelve bonds now fall into two classes. Four lie in the $xy$ plane, and eight have a $z$ component. No remaining operation connects the classes, so each needs its own block. The bond $\frac a2(1,1,0)$ keeps both of its mirrors and still has three constants, but they no longer determine the blocks of the other class.

The same reasoning applies if the atoms stay on cubic sites while the electronic state has lower symmetry, for example through an ordering that singles out one axis. Then $V(\{\mathbf u\})=V(\{\mathbf u'\})$ fails in general for the operations that turn this axis into another. The reduction must be repeated with the smaller group that leaves the energy function unchanged. That group contains the operations that preserve both the atoms and the electronic state. In the absence of an external magnetic field it also contains those that carry a magnetic state into its time-reversed partner, with all spins reversed, since the two have the same energy. If spin-orbit coupling and magnetic dipole forces are also neglected, rotating all spins together costs no energy either. A uniform ferromagnet on the fcc lattice then keeps all 48 operations although its magnetisation points along one axis, whereas spin layers that alternate along $z$ leave 16 in general.
